Ballistic nanowire current at a fixed barrier: two logarithms, no mass

A thin semiconductor nanowire joins a source to a drain. A surrounding gate raises a potential barrier in the channel between them. If the channel is short enough, an electron that passes the top of the barrier reaches the far contact without scattering. Light electrons move faster than heavy ones at the same kinetic energy, so one may expect a wire with a smaller effective mass to carry more current. For one subband with its barrier held fixed, it does not. The conditions behind that statement matter when it is put into a device model, because the mass can return through the barrier itself.

**Conventions and assumptions**

Let q > 0 be the elementary charge, h Planck's constant, ħ = h/2π, k_B Boltzmann's constant and T the temperature. V is the drain voltage relative to the source. The current I is counted positive when electrons flow from source to drain; the conventional current then flows from drain to source inside the channel.

The subband bottom varies along the wire and has its highest value, E_top, at the barrier top. The source and drain Fermi levels are E_S and E_D = E_S − qV. Define

η_S = (E_S − E_top)/(k_B T)
η_D = (E_D − E_top)/(k_B T) = η_S − qV/(k_B T).

The model makes four assumptions.

1. The subband has spin degeneracy 2 and no other degeneracy.
2. At the barrier top its energy E(k) is even in k, equals E_top at k = 0 and rises steadily with |k|, to energies far above both Fermi levels.
3. An electron with energy above E_top crosses with probability 1, and one below E_top does not cross.
4. Each contact is in equilibrium and absorbs every electron that reaches it.

By assumptions 3 and 4, each right-moving electron at the barrier top came from the source. It has kept its energy, so right-moving states are occupied with probability f_S(E). Left-moving states are filled by the drain with probability f_D(E). Here

f_j(E) = 1/[1 + exp((E − E_j)/(k_B T))],  j = S or D.

**From states to current**

Consider a short region at the barrier top and count its states as in a periodic box of length ℓ. The allowed wave numbers are spaced by 2π/ℓ, and each holds two spins. An electron in a state of velocity v crosses a given plane v/ℓ times per unit time, so it carries a current of magnitude qv/ℓ, with

v(k) = (1/ħ) dE/dk.

For the right-movers,

I_S = 2 Σ_(k>0) (qv/ℓ) f_S.

For a long box the sum becomes an integral, Σ → (ℓ/2π)∫dk. The length cancels:

I_S = 2q ∫₀^∞ (dk/2π) v(k) f_S(E(k)).

From the definition of velocity, v dk = dE/ħ. Since E rises steadily for k > 0, each energy above E_top occurs once, and

I_S = (2q/2πħ) ∫_(E_top)^∞ f_S dE = (2q/h) ∫_(E_top)^∞ f_S dE.

The mass disappears at this step. The number of states per unit energy contains dk/dE, while the velocity contains dE/dk, and their product is a constant. No parabolic band was assumed.

The left-movers have the same speeds, because E(k) is even, and carry current the other way. Subtracting them gives

I = (2q/h) ∫_(E_top)^∞ [f_S(E) − f_D(E)] dE.

**The two logarithms**

To integrate one Fermi function, set x = (E_j − E)/(k_B T). Then dE = −k_B T dx, and

f_j = 1/(1 + e^(−x)) = e^x/(1 + e^x) = d/dx ln(1 + e^x).

At E = E_top the variable x equals η_j. As E → ∞, x → −∞ and ln(1 + e^x) → 0. The minus sign in dE is absorbed by exchanging the limits:

∫_(E_top)^∞ f_j dE = k_B T ∫_(−∞)^(η_j) [d/dx ln(1 + e^x)] dx = k_B T ln(1 + e^(η_j)).

The current is therefore

I = (2q k_B T/h) [ln(1 + e^(η_S)) − ln(1 + e^(η_D))].

At given η_S, η_D and T, no effective mass appears.

This was tested against direct sums over box states, with velocities found from finite differences of E(k). The bands were three parabolic ones, with masses 0.02, 0.2 and 1.0 m_e, the nonparabolic wire band used below, and that band with four times the axial mass. Each was taken at (E_S − E_top, qV) = (0.10, 0.30), (0.10, 0.02) and (−0.10, 0.10) eV. The largest relative difference from the formula was 1.2 × 10⁻⁶.

If the subband ends at a finite energy E_max, the upper limit contributes. Each logarithm is then replaced by

ln(1 + e^(η_j)) − ln(1 + e^((E_j − E_max)/(k_B T))).

For a band 0.10 eV wide, with E_S at its upper edge and V = 0.30 V, the uncorrected formula is 21.7 % above the state sum. Assumption 2 is thus a real restriction. This comparison counts states at the barrier top and keeps assumption 3, so it requires contacts with wider bands that offer states at the same energies. If the drain had the same narrow band, shifted down with its potential, no elastic current could flow at this voltage.

**Where the mass went**

The density of right-moving electrons supplied by the source is

N₊ = 2 ∫₀^∞ (dk/2π) f_S(E(k)).

Suppose E depends on k and the axial mass m through k²/m. Put k = u√m. The Fermi function then depends on u alone, and dk = √m du, so N₊ ∝ √m. The source current I_S does not change, so the mean injection velocity

v_inj = I_S/(qN₊)

is proportional to 1/√m. A heavier band supplies more electrons, and they move more slowly in the same proportion.

In the wire below, multiplying the axial mass by 4 at fixed barrier raises N₊ from 0.1225 to 0.2449 nm⁻¹ and lowers v_inj from 3.97 × 10⁷ to 1.985 × 10⁷ cm/s. A high injection velocity is therefore not by itself a sign of high current.

**Limits**

*Small drain voltage.* The derivative of ln(1 + e^η) is 1/(1 + e^(−η)), and η_S − η_D = qV/(k_B T). To first order in V,

I ≈ (2q k_B T/h) · [qV/(k_B T)]/(1 + e^(−η_S)) = (2q²/h) V/(1 + e^(−η_S)).

If both Fermi levels lie many k_B T above E_top, each logarithm is close to its argument η_j, and I ≈ (2q²/h)V even when qV exceeds k_B T.

*Saturation.* When η_D is large and negative and qV is also many k_B T, the drain term is negligible beside the source term:

I_sat = (2q k_B T/h) ln(1 + e^(η_S)).

If also η_S ≫ 1, this becomes I_sat ≈ (2q/h)(E_S − E_top), which does not contain the temperature.

*Below threshold.* When η_S is large and negative, ln(1 + e^η) ≈ e^η for both terms, and

I ≈ (2q k_B T/h) e^(η_S) [1 − e^(−qV/(k_B T))].

At fixed V, a tenfold change of current requires the barrier to move by k_B T ln 10, which is 59.5 meV at 300 K. This equals the gate-voltage swing if the barrier follows the gate one to one.

**Evaluation in floating-point arithmetic**

Direct evaluation of e^η overflows for large η. For η > 0, factor out e^η:

ln(1 + e^η) = η + ln(1 + e^(−η)).

At small V the two logarithms nearly cancel and digits are lost. Write u = qV/(k_B T), so that e^(η_S) = e^(η_D) e^u. Then

(1 + e^(η_S))/(1 + e^(η_D)) = 1 + e^(η_D)(e^u − 1)/(1 + e^(η_D)),

and hence

I = (2q k_B T/h) ln[1 + (e^u − 1)/(1 + e^(−η_D))].

With library functions for ln(1 + y) and e^u − 1 this form keeps its accuracy at small u. For large u the difference of logarithms is the safer form.

**Worked example**

Take an InAs-like wire of diameter 10 nm at 300 K, with model inputs m_b = 0.023 m_e for the bulk mass and E_g = 0.354 eV for the bulk gap. These are close to the values for InAs but are not offered as measured data. For hard walls and a two-band dispersion, energies measured from the bulk conduction-band edge obey

E(1 + E/E_g) = ħ²(k_⊥² + k²)/(2m_b),

where k_⊥ is fixed by the wall condition. The lowest subband starts at E₁ = 0.232 eV. Differentiating both sides with respect to k² at k = 0 gives (1 + 2E₁/E_g) dE/d(k²) = ħ²/(2m_b), so the axial mass at the subband bottom is

m_ax = m_b(1 + 2E₁/E_g) = 0.053 m_e.

Place E_S 0.10 eV above the barrier top and set V = 0.30 V. With k_B T = 0.02585 eV,

η_S = 0.10/0.02585 = 3.868
η_D = (0.10 − 0.30)/0.02585 = −7.736.

The logarithms are 3.8889 and 0.0004, and the prefactor 2q k_B T/h is 2.003 μA. Thus

I = 2.003 μA × (3.8889 − 0.0004) = 7.79 μA,

or about 780 μA per μm of diameter. The degenerate estimate (2q/h)(E_S − E_top) is 77.48 μS × 0.10 V = 7.75 μA, about 0.5 % lower.

With the barrier held fixed, the current is 1.50, 3.65, 6.40 and 7.75 μA at V = 0.02, 0.05, 0.10 and 0.20 V. The curve bends over as the drain Fermi level passes the barrier top, near 0.10 V. In a device whose drain also lowers the barrier, E_top must be updated at each V.

**How the mass returns through the gate**

A circuit fixes the gate voltage, not E_top. Let V_ov be the gate voltage measured from the point where E_top would meet E_S without mobile charge, and assume that the barrier would then follow the gate one to one. This requires a channel much longer than the distance over which the contact potentials decay into it. For the wire and oxide used below that distance is about 3.5 nm, so a 15 nm channel would follow the gate less closely and switch less steeply. Mobile electrons of line density N raise the electron energy by q²N/C, where C is the insulator capacitance per length. Therefore

E_S − E_top = qV_ov − q²N/C.

N includes electrons from both contacts and, at a fixed barrier, grows as √m. Write μ = E_S − E_top. The balance is μ + q²N(μ)/C = qV_ov, whose left side rises with μ. A larger mass raises N at every μ, so the solution moves to smaller μ. At fixed V, the current formula gives

dI/dμ = (2q/h)[f_S(E_top) − f_D(E_top)],

which is positive for V > 0. In this model, then, a larger axial mass lowers the current at fixed gate voltage.

For a coaxial oxide 4 nm thick, with rough relative permittivity 20 and the charge placed at the wire surface, C = 1.893 aF/nm. The example needs V_ov = 0.110 V. At that same V_ov and V, a wire with four times the axial mass and unchanged confinement energy has μ = 0.091 eV and carries 7.10 μA, 9 % less. With C ten times smaller, and V_ov reset to 0.204 V so that the lighter wire again has μ = 0.10 eV, the heavier wire carries 4.62 μA, 41 % less. Placing the charge at the surface leaves out the potential drop inside the wire, which is not small here. With the charge spread as in the lowest hard-wall state and a wire permittivity of about 15, the effective C falls from 1.893 to about 0.75 aF/nm. With V_ov again reset to give the lighter wire μ = 0.10 eV, the loss is then about 19 % instead of 9 %. Above threshold, where V_ov > 0, the mass drops out when q²N/C is small compared with qV_ov.

**Tunnelling and reflection**

Assumption 3 replaces the quantum transmission probability 𝒯(E) by a step. Without that replacement, for coherent transport,

I = (2q/h) ∫ 𝒯(E)[f_S(E) − f_D(E)] dE.

In the wave equation −(ħ²/2m)ψ″ + Uψ = Eψ, stretching the potential by a factor s has the same effect on 𝒯 as multiplying m by s². The mass therefore enters through √m times the barrier length.

To size the effect, 𝒯(E) was computed with the constant mass m_ax for a smooth barrier 15 nm long, whose two sides are logistic steps with a decay length of 1 nm. The source Fermi level was held 0.15 eV above the source subband bottom. Percentages are relative to the current from the logarithmic formula.

- On state, E_S − E_top = 0.10 eV: tunnelling adds 2.3 % and reflection above the barrier removes 11.5 %, a net loss of about 9 %. With four times the mass the figures are 0.7 % and 4.0 %.
- Below threshold, E_S − E_top = −0.10 eV: tunnelling adds 18 % and reflection removes 36 %, a net loss of about 18 %. With four times the mass the figures are 5 % and 15 %.
- On state with the whole barrier stretched sixfold: tunnelling adds 0.2 % and reflection removes 0.6 %.

The last case shows the step becoming a good approximation for a long, smooth barrier. For the 15 nm barrier with 1 nm sides, reflection outweighs tunnelling in both states.

That order is not a general result, and it should not be carried over to the wire and gate described above. Their electrostatics gives a decay length of about 3.5 nm, so near the barrier top the 1 nm sides fall away more abruptly, and leave a wider flat top, than this gate can produce. With logistic sides of 3.5 nm, the same constant mass and the source Fermi level still 0.15 eV above the source subband bottom, tunnelling below threshold adds about 90 % while reflection removes about 20 %; in the on state the two nearly cancel. A logistic side is still not the shape the gate produces. For the charge-free electrostatic profile of this 15 nm channel with abrupt contacts, tunnelling below threshold adds roughly 140 % if only the slowest-decaying mode is kept and 230 % if all modes are kept, while reflection removes about 30 %. The constant mass matters too: with the two-band dispersion and 1 nm sides, tunnelling below threshold adds about 24 to 26 % instead of 18 %, and the net loss falls from 18 % to between 6 and 10 %, depending on how the energy-dependent mass is taken to enter the matching of the wave function. A prediction for a real device needs its computed potential and its own dispersion.

**Scattering and the real device**

Scattering can be estimated with two opposing electron fluxes, F₊ and F₋, in a field-free stretch of length L. Let each be backscattered with probability 1/λ per unit length. Then

dF₊/dx = dF₋/dx = −(F₊ − F₋)/λ.

The difference J = F₊ − F₋ is constant, so F₊(L) = F₊(0) − JL/λ. If nothing enters from the drain, F₋(L) = 0 and F₊(L) = J. Hence F₊(0) = J(1 + L/λ), and the transmitted fraction is

J/F₊(0) = λ/(λ + L).

An assumed λ = 150 nm gives a transmitted fraction of 0.91 for L = 15 nm. That λ is probably optimistic for so thin a wire, where surface scattering can be strong; if λ were equal to L, the fraction would be one half. Full transmission can thus fail badly in a real device. Series resistance in the contacts, left out here, lowers the current further at given terminal voltages.

In this example the second subband lies 0.204 eV higher and has two orbital states; it would add 0.9 % to the current. At 400 K with the same energies the current is 7.88 μA, 1.2 % higher. The source needs about 4 × 10¹⁸ electrons per cm³, which means heavy doping.

Interband tunnelling from the channel valence band into the drain becomes possible when the drop from the barrier top to the drain subband bottom exceeds the confined gap. That gap is 0.59 eV without hole confinement, which would widen it. The drop is 0.35 eV in the on state and 0.55 eV in the below-threshold case, so the path is closed in both, the second time by a narrow margin. A deeper off state at the same drain voltage could open it.

The numerical output that follows lists the values for the worked example and for the barrier with 1 nm sides.

Computed results

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Wire diameter: 10 nm
Bulk mass, rough: 0.023 m_e
Bulk gap, rough: 0.354 eV
First subband above bulk band edge: 0.2316 eV
Second minus first subband: 0.2043 eV
Axial mass at subband bottom: 0.0531 m_e
Source Fermi level above barrier top: 0.1 eV
Drain bias: 0.3 V
eta_S: 3.868
eta_D: -7.736
Source logarithm: 3.8889
Drain logarithm: 0.0004366
Prefactor 2qkT/h: 2.003 uA
Conductance quantum 2q^2/h: 77.481 uS
Current from formula: 7.7886 uA
Current from state sum: 7.7886 uA
Current per diameter: 778.9 uA/um
Largest relative formula-sum difference: 1.2e-06
Current at V_DS=0.02 V: 1.502 uA
Current at V_DS=0.05 V: 3.645 uA
Current at V_DS=0.10 V: 6.401 uA
Current at V_DS=0.20 V: 7.748 uA
Low-bias conductance: 75.89 uS
Subthreshold swing: 59.53 mV/decade
Narrow 0.10 eV band: simple formula excess: 21.7 %
Injected density, axial mass x1: 0.1225 1/nm
Injected density, axial mass x4: 0.2449 1/nm
Injection velocity, axial mass x1: 3.97e+07 cm/s
Injection velocity, axial mass x4: 1.985e+07 cm/s
Second subband current / first: 0.9 %
Barrier length: 15 nm
Barrier edge parameter: 1 nm
On, mass x1: tunnel +2.28 %, reflect -11.52 %
On, mass x4: tunnel +0.69 %, reflect -3.96 %
Below threshold, mass x1: tunnel +17.88 %, reflect -36.07 %
Below threshold, mass x4: tunnel +4.60 %, reflect -14.67 %
On, barrier stretched x6: tunnel +0.19 %, reflect -0.59 %
Below-threshold Fermi level from top: -0.1 eV
Mean free path, rough: 150 nm
Scattering transmission estimate: 0.91
Current at 400 K, same energies: 7.883 uA
Oxide thickness: 4 nm
Oxide relative permittivity, rough: 20
Insulator capacitance: 1.893 aF/nm
Strong gate: overdrive: 0.1104 V
Strong gate, mass x4: Fermi level from top: 0.09082 eV
Strong gate, mass x4: current: 7.095 uA
Gate capacitance/10: overdrive: 0.2037 V
Gate capacitance/10, mass x4: current: 4.619 uA
Source Fermi level above source bottom: 0.15 eV
Required source electron density: 4e+18 cm^-3
Confined gap, hole confinement omitted: 0.5856 eV
Top-to-drain band drop: on 0.35, below threshold 0.55 eV
```
